\section*{Exact-exchange fraction, the N2 vibration and empirical frequency scale factors}

\section{Problem}

A global hybrid functional replaces a fraction $a$ of semilocal exchange by exact exchange. For N$_2$ take
\begin{equation}
E_a=E_0+aE_x^{\rm ex}+(1-a)E_x^{\rm PBE}+E_c^{\rm PBE},
\label{family}
\end{equation}
where $E_0$ holds the kinetic, nuclear-attraction, Hartree and nuclear-repulsion energies. The orbitals are doubly occupied and self-consistent at each $a$. The basis is 6-31G(d) with Cartesian $d$ functions.

A scale factor multiplies a computed harmonic wavenumber $\omega$ to estimate the observed fundamental $\nu$, the $0\to1$ vibrational transition. Fits to many vibrations give factors near 0.90 for Hartree--Fock and 0.96 for B3LYP, which has $a=0.20$. As a computed substitute for the measured fundamental of N$_2$, use $\nu_{\rm ref}=2310$ cm$^{-1}$, from a frozen-core CCSD(T)/cc-pVDZ curve.

(a) How do the bond length $r_e$ and $\omega$ depend on $a$? (b) How much of the change in $\omega$ is a change of curvature at given bond length, and how much comes from the change of bond length? (c) How are the results related to the factors 0.90 and 0.96?

\section{A tempting solution}

Hartree--Fock has all of the exact exchange, so assign it $a=1$; assign B3LYP $a=0.20$. A straight line through the two factors is
\begin{equation}
\lambda(a)=0.96-\frac{0.96-0.90}{1-0.20}(a-0.20)=0.975-0.075a .
\end{equation}
Since $\lambda=\nu/\omega$, the harmonic wavenumber should be $\omega(a)=\nu_{\rm ref}/\lambda(a)$:
\begin{align}
\omega(0)&=2310/0.975=2369\ {\rm cm^{-1}},\\
\omega(0.5)&=2310/0.9375=2464\ {\rm cm^{-1}},\\
\omega(1)&=2310/0.90=2567\ {\rm cm^{-1}}.
\end{align}
The rise is then explained by saying that exact exchange makes the bond stiffer at any given length, and that the scale factor removes this excess stiffness.

\section{Where it fails}

Minimizing the energy (\ref{family}) at five fractions gives the following values. The last column is the one-molecule factor $\lambda=\nu_{\rm ref}/\omega$.
\begin{center}
\begin{tabular}{cccc}
$a$ & $r_e$ (\AA) & $\omega$ (cm$^{-1}$) & $\lambda$\\
0.00 & 1.117 & 2360 & 0.979\\
0.25 & 1.103 & 2496 & 0.925\\
0.50 & 1.090 & 2617 & 0.883\\
0.75 & 1.080 & 2726 & 0.847\\
1.00 & 1.070 & 2825 & 0.818
\end{tabular}
\end{center}
This answers part (a): the bond shortens and the harmonic wavenumber rises throughout the sampled range. The tempting line happens to be close at $a=0$, a closeness that depends on the chosen $\nu_{\rm ref}$, but at $a=1$ it is too low by $2825-2567=258$ cm$^{-1}$.

There are three faults. First, the point $a=1$ is exact exchange plus PBE correlation, whereas Hartree--Fock has no correlation functional. Second, a factor fitted to many vibrations is an average and need not hold for N$_2$. Third, the explanation confuses the curvature at a fixed length with the curvature at a minimum that moves. The third fault needs a derivation.

\section{Response of the minimum to the mixing fraction}

\subsection{The energy derivative}

Let $C$ denote the occupied-orbital coefficients and $F(C;r,a)$ the energy expression, so that $E_a(r)=F(C_a(r);r,a)$. At fixed $r$,
\begin{equation}
\frac{\partial E_a}{\partial a}
=\left.\frac{\partial F}{\partial a}\right|_{C}
+\frac{\partial F}{\partial C}\cdot\frac{\partial C_a}{\partial a}.
\end{equation}
The orthonormality condition involves the basis overlap, which depends on $r$ but not on $a$. A change of $a$ therefore moves $C$ along the allowed orthonormal orbitals, and for such changes $F$ is stationary. The second term vanishes, leaving
\begin{equation}
\frac{\partial E_a}{\partial a}=D_a(r)
=E_x^{\rm ex}[\gamma_a]-E_x^{\rm PBE}[\rho_a].
\label{D}
\end{equation}
Here $\gamma_a$ and $\rho_a$ are the self-consistent density matrix and density at $a$ and $r$. This result requires that one stationary solution be followed smoothly. It fails at a point where the calculation jumps to another solution.

\subsection{The two slopes}

Let primes denote derivatives with respect to $r$ at fixed $a$. They include the change of the self-consistent orbitals with $r$. The minimum obeys $E_a'(r_e(a))=0$ for every $a$. Differentiating this condition, with $\partial E_a'/\partial a=D_a'$ from (\ref{D}), gives
\begin{equation}
D_a'+E_a''\frac{dr_e}{da}=0,
\qquad
\frac{dr_e}{da}=-\frac{D_a'}{k},
\label{rslope}
\end{equation}
where $k=E_a''(r_e)>0$ is the force constant. If $D_a'>0$, replacing PBE exchange by exact exchange changes the energy by an amount that increases with bond length, which favours shorter bonds, and the minimum moves inward.

The force constant changes both because the curve changes and because it is evaluated at a new place:
\begin{equation}
\frac{dk}{da}=D_a''+E_a'''\frac{dr_e}{da}.
\end{equation}
For reduced mass $\mu$ the harmonic angular frequency is $\sqrt{k/\mu}$. The wavenumber $\omega$ is proportional to it, so $d\omega/\omega=dk/(2k)$ and
\begin{equation}
\frac{d\omega}{da}
=\frac{\omega}{2k}D_a''
+\frac{\omega}{2k}E_a'''\frac{dr_e}{da}.
\label{wslope}
\end{equation}
The first term is the direct change of curvature. The second is the effect of bond length. On a purely harmonic curve $E_a'''=0$, and a shift of the minimum alone would leave $\omega$ unchanged. On a bond curve whose curvature grows inward, $E_a'''<0$, and shortening raises $\omega$.

\subsection{Numbers at half mixing}

At $a=0.5$, quartic polynomials through five points spaced by 0.025 \AA\ give, in atomic units (hartree $E_h$ and bohr $a_0$),
\begin{equation}
k=1.8151,\quad E_a'''=-6.696,\quad
D_a'=0.1556,\quad D_a''=0.0661 .
\end{equation}
The reduced mass is half the mass of $^{14}$N, 7.0015 u. With $1\,{\rm u}=1822.89$ electron masses and $1\,E_h=219475$ cm$^{-1}$,
\begin{equation}
\omega=219475\sqrt{\frac{1.8151}{7.0015\times1822.89}}
=2617\ {\rm cm^{-1}} .
\end{equation}
Equation (\ref{rslope}) gives
\begin{equation}
\frac{dr_e}{da}=-\frac{0.1556}{1.8151}=-0.0857\,a_0
=-0.0454\ \text{\AA},
\end{equation}
using $1\,a_0=0.5292$ \AA. The common prefactor in (\ref{wslope}) is $2617.4/(2\times1.8151)=721$ in cm$^{-1}$ per atomic unit of force constant. Thus
\begin{align}
\text{direct part}&=721\times0.0661=48\ {\rm cm^{-1}},\\
\text{length part}&=721\times(-6.696)(-0.0857)=414\ {\rm cm^{-1}}.
\end{align}
Their sum is 461 cm$^{-1}$ per unit of $a$ when the unrounded terms are added. The length part is about 90\% of it.

These slopes can be compared with differences of the separately optimized results. For spacing $0.25$ the central five-point derivative is
\begin{equation}
\left.\frac{d\omega}{da}\right|_{0.5}\simeq
\frac{\omega(0)-8\omega(0.25)+8\omega(0.75)-\omega(1)}{12\times0.25}
=459\ {\rm cm^{-1}} .
\end{equation}
The same expression for $r_e$ gives $-0.0454$ \AA. Both slope formulas were tested against these differences with a tolerance of 3\%. The last digits of the five-point derivatives are not converged: seven points spaced by 0.02 \AA\ on a finer integration grid give $k=1.8156$, $E_a'''=-6.666$ and $D_a''=0.0653$, hence parts of 47 and 412 cm$^{-1}$ and a sum of 459 cm$^{-1}$, equal to the difference value.

\subsection{The same separation over the whole range}

Now hold the bond length at 1.09 \AA\ and convert $E_a''$ at that length to a wavenumber through $\sqrt{E_a''/\mu}$. The value rises from 2595 cm$^{-1}$ at $a=0$ to 2642 cm$^{-1}$ at $a=1$, a spread of 47 cm$^{-1}$. At the respective minima the spread is 466 cm$^{-1}$. About nine tenths of the trend disappears when the length is held fixed, which answers part (b) for this basis. The numbers depend on the basis: in cc-pVTZ the end points are $r_e=1.103$ \AA, $\omega=2352$ cm$^{-1}$ at $a=0$ and $r_e=1.060$ \AA, $\omega=2796$ cm$^{-1}$ at $a=1$, the two spreads are 61 and 445 cm$^{-1}$, and the share that disappears is 86\%.

The fixed-length number is a measure of curvature, not a vibrational wavenumber, unless the chosen length is the minimum. For another coordinate $x(r)$,
\begin{equation}
\frac{d^2E}{dr^2}
=\frac{d^2E}{dx^2}\left(\frac{dx}{dr}\right)^2
+\frac{dE}{dx}\frac{d^2x}{dr^2}.
\end{equation}
The last term vanishes at a minimum; away from a stationary point it is in general nonzero when $x$ depends nonlinearly on $r$. The separation above therefore refers to the ordinary bond length $r$ as coordinate. If the curvature is taken with respect to $x$, the direct part of (\ref{wslope}) becomes $(\omega/2k)(D_a''-D_a'x''/x')$ while the sum is unchanged. At $a=0.5$ the length share is then 0.78 for $x=\ln r$, 0.66 for $x=1/r$ and 0.60 for $x=e^{-\beta r}$ with $\beta=-E_a'''/(3k)$, against 0.90 for $x=r$. It stays the larger part for these choices, but its size is a matter of convention.

The trend is not linear in $a$. The first quarter of mixing adds 137 cm$^{-1}$ and the last quarter adds 99 cm$^{-1}$; the corresponding contractions are 0.014 and 0.009 \AA\ (all from the unrounded values). The gain per unit of exact exchange thus weakens in both quantities together.

\section{What a scale factor contains}

\subsection{Method and anharmonicity}

Let $\omega_{\rm ref}$ be the harmonic wavenumber of the reference curve. For one vibration the factor separates as
\begin{equation}
\lambda=\frac{\nu_{\rm ref}}{\omega}
=\frac{\nu_{\rm ref}}{\omega_{\rm ref}}
\frac{\omega_{\rm ref}}{\omega}.
\label{split}
\end{equation}
The first ratio is anharmonic and does not depend on the hybrid. The second compares two harmonic calculations and includes their difference in basis as well as in method.

The anharmonic ratio follows from the shape of the curve. In this subsection $\Omega=\sqrt{k/\mu}$ is the angular frequency. With $q=r-r_e$, write the potential as
\begin{equation}
V=\tfrac12\mu\Omega^2q^2+c_3q^3+c_4q^4,
\qquad c_3=\frac{V'''}{6},\quad c_4=\frac{V''''}{24}.
\end{equation}
The molecule does not rotate. Put $s=\hbar/(2\mu\Omega)$ and $q=\sqrt{s}\,(b+b^\dagger)$, where $b$ lowers and $b^\dagger$ raises the oscillator state. Repeated action on the two lowest states gives
\begin{align}
(b+b^\dagger)^2|0\rangle&=|0\rangle+\sqrt2|2\rangle,\\
(b+b^\dagger)^2|1\rangle&=3|1\rangle+\sqrt6|3\rangle,\\
(b+b^\dagger)^3|0\rangle&=3|1\rangle+\sqrt6|3\rangle,\\
(b+b^\dagger)^3|1\rangle&=3|0\rangle+6\sqrt2|2\rangle+2\sqrt6|4\rangle .
\end{align}
The expectation value of $q^4$ is $s^2$ times the squared norm of the first or second line, $1+2=3$ for $v=0$ and $9+6=15$ for $v=1$. The quartic term therefore changes the transition energy by $12c_4s^2$ in first order, a rise when $c_4>0$.

The cubic term has no diagonal element, because it changes the parity of the oscillator state. In second order each squared matrix element is divided by the energy of the initial state minus that of the intermediate state:
\begin{align}
\Delta E_0&=\frac{c_3^2s^3}{\hbar\Omega}
\left(-9-\frac63\right)=-\frac{11c_3^2s^3}{\hbar\Omega},\\
\Delta E_1&=\frac{c_3^2s^3}{\hbar\Omega}
\left(9-72-\frac{24}{3}\right)=-\frac{71c_3^2s^3}{\hbar\Omega}.
\end{align}
The contribution $+9$ comes from the lower state $|0\rangle$. The transition energy to this order is
\begin{equation}
E_1-E_0=\hbar\Omega+12c_4s^2-\frac{60c_3^2s^3}{\hbar\Omega}.
\label{anh}
\end{equation}

A Morse curve $V=W(1-e^{-\beta q})^2$ gives a check of signs. Its expansion has $\mu\Omega^2=2W\beta^2$, $c_3=-W\beta^3$ and $c_4=7W\beta^4/12$, so $s=\hbar\Omega/(4W\beta^2)$. Substitution gives
\begin{equation}
E_1-E_0=\hbar\Omega+\left(\frac{7}{16}-\frac{15}{16}\right)
\frac{(\hbar\Omega)^2}{W}
=\hbar\Omega-\frac{(\hbar\Omega)^2}{2W}.
\end{equation}
The cubic term wins, and the fundamental lies below the harmonic value.

For the N$_2$ reference, $\omega_{\rm ref}=2339$ cm$^{-1}$. Equation (\ref{anh}) and numerical solution of the vibrational Schr\"odinger equation both give 2310 cm$^{-1}$ after rounding. The anharmonic ratio is $2310/2339=0.988$. Even a method that reproduced this reference curve would need a factor below one.

\subsection{Hartree--Fock and B3LYP for N$_2$}

Separate calculations in 6-31G(d) give
\begin{align}
\text{Hartree--Fock:}\quad &r_e=1.078\ \text{\AA},\quad
\omega=2758\ {\rm cm^{-1}},\\
\text{B3LYP:}\quad &r_e=1.106\ \text{\AA},\quad
\omega=2457\ {\rm cm^{-1}}.
\end{align}
Force constants from analytic gradients reproduce both wavenumbers within the tested tolerance of 0.3\%.

Adding PBE correlation to Hartree--Fock gives the $a=1$ member of (\ref{family}). This addition shortens the bond by a further 0.008 \AA\ and raises $\omega$ by 67 cm$^{-1}$. The first fault of the tempting solution is therefore visible in the numbers. B3LYP has different semilocal parts from (\ref{family}), but linear interpolation of the table to $a=0.20$ gives 2469 cm$^{-1}$, only 12 cm$^{-1}$ above B3LYP.

With (\ref{split}), the factors for N$_2$ are
\begin{align}
\lambda_{\rm HF}&=0.9876\times0.8481=0.838,\\
\lambda_{\rm B3LYP}&=0.9876\times0.9519=0.940 .
\end{align}
Anharmonicity accounts for a reduction of 1.2\% in each case. The larger part of the Hartree--Fock correction is the harmonic ratio 0.848.

Bond length again matters. The reference minimum is at 1.119 \AA, so the Hartree--Fock bond is shorter by 0.041 \AA. At the minima, the Hartree--Fock wavenumber exceeds the reference by 18\% of the reference value. At the common length of 1.09 \AA\ the two curvature wavenumbers are 2651 and 2598 cm$^{-1}$, a difference of 2\%. B3LYP gives 2596 cm$^{-1}$ there. In this comparison most of the excess Hartree--Fock wavenumber goes with the shorter bond, although the basis sets differ. The share depends on the small bases. The reference bond is 0.021 \AA\ longer than the measured 1.098 \AA, and the measured curve ($\omega_e=2359$ cm$^{-1}$) has a curvature wavenumber of only about 2426 cm$^{-1}$ at 1.09 \AA. Against that curve the Hartree--Fock excess falls from 17\% at the minima to 9\% at the common length in 6-31G(d), and from 16\% to 4\% in cc-pVTZ.

\subsection{A molecule with light nuclei}

For a fixed potential curve, $\Omega\propto\mu^{-1/2}$ and hence $s\propto\mu^{-1/2}$. Both corrections in (\ref{anh}) vary as $1/\mu$, so the relative anharmonic shift varies as $\mu^{-1/2}$. Light nuclei make it larger.

H$_2$ has much lighter nuclei and also a different curve, so it does not isolate the mass effect: the masses alone would enlarge the relative shift by $\sqrt{14.003/1.008}=3.7$, while the computed shifts, 5.4\% against 1.24\% of $\omega_{\rm ref}$, differ by a factor 4.4. Full configuration interaction in cc-pVDZ gives $\omega_{\rm ref}=4382$ and $\nu_{\rm ref}\simeq4145$ cm$^{-1}$, with ratio 0.946 (cc-pVTZ gives 4410 and 4166 cm$^{-1}$, ratio 0.945). This fundamental comes from a vibrational grid reaching 2.0 \AA; the shorter grid ending at 1.26 \AA, used for the H$_2$ entries of the numerical output, gives 4149 cm$^{-1}$. The Hartree--Fock and B3LYP harmonic values in 6-31G(d), which has no polarization functions on hydrogen, are 4646 and 4453 cm$^{-1}$. Their factors are
\begin{align}
\lambda_{\rm HF}&=0.946\times0.943=0.892,\\
\lambda_{\rm B3LYP}&=0.946\times0.984=0.931 .
\end{align}
The Hartree--Fock factor of H$_2$ is close to 0.90, but about half of the correction is anharmonic. In N$_2$ the anharmonic share is small. The B3LYP factors of the two molecules, 0.940 and 0.931, are close, yet the first is mostly the harmonic ratio 0.952 and the second mostly the anharmonic ratio 0.946. Similar scale factors can therefore stand for different mixtures of errors.

\subsection{The average over vibrations}

Suppose a single factor $c$ is fitted by minimizing
\begin{equation}
S(c)=\sum_i(\nu_i-c\,\omega_i)^2 .
\end{equation}
Setting $dS/dc=-2\sum_i\omega_i(\nu_i-c\,\omega_i)=0$ gives
\begin{equation}
c=\frac{\sum_i\omega_i\nu_i}{\sum_i\omega_i^2}
=\frac{\sum_i\omega_i^2\lambda_i}{\sum_i\omega_i^2},
\qquad \lambda_i=\frac{\nu_i}{\omega_i}.
\label{ls}
\end{equation}
The second derivative, $2\sum_i\omega_i^2$, is positive, so this is a minimum. The fitted factor is an average of the one-vibration factors with weights $\omega_i^2$; high wavenumbers count most.

For N$_2$ and H$_2$ together, the Hartree--Fock weights are
\begin{equation}
\frac{2758^2}{2758^2+4646^2}=0.26,\qquad
\frac{4646^2}{2758^2+4646^2}=0.74 .
\end{equation}
Hence $c_{\rm HF}=0.26\times0.838+0.74\times0.892=0.88$. The same calculation for B3LYP gives $c_{\rm B3LYP}=0.93$. Both lie below the broad empirical values 0.90 and 0.96. Two molecules are not a representative set, and their fundamentals here are computed in a small basis, so agreement was not to be expected.

One comparison is free of the reference. For a single vibration,
\begin{equation}
\frac{\lambda_{\rm HF}}{\lambda_{\rm B3LYP}}
=\frac{\omega_{\rm B3LYP}}{\omega_{\rm HF}},
\end{equation}
because $\nu_{\rm ref}$ cancels. This ratio is $2457/2758=0.89$ for N$_2$ and $4453/4646=0.96$ for H$_2$. The ratio of the empirical factors, $0.90/0.96=0.94$, lies between them. Relative to B3LYP, Hartree--Fock thus needs a stronger correction for N$_2$ than the broad factors suggest, whatever reference fundamental is used.

\section{Answer to part (c)}

The direction of the N$_2$ trend agrees with the empirical factors: more exact exchange gives a larger $\omega$ and requires a smaller multiplier. The size does not follow from them. Since $\lambda=\nu_{\rm ref}/\omega$ with $\nu_{\rm ref}$ fixed,
\begin{equation}
\frac{d\lambda}{da}=-\frac{\lambda}{\omega}\frac{d\omega}{da}
=-\frac{0.883\times461}{2617}=-0.16
\end{equation}
at $a=0.5$ ($-0.155$ with the converged slope 459 cm$^{-1}$), about twice the slope $-0.075$ of the tempting line.

Nor can a factor be read as a mixing fraction. Linear interpolation in the table places $\omega=2310/0.96=2406$ cm$^{-1}$ at $a\simeq0.09$, and $\omega=2310/0.90=2567$ cm$^{-1}$ at $a\simeq0.40$. These are neither the B3LYP fraction nor the Hartree--Fock limit. A broad factor corrects an average of method error, basis error and anharmonicity; for N$_2$ the mixing fraction acts mainly through the bond length.

The reference omits the remaining basis error, core correlation, excitations beyond CCSD(T), relativistic effects and corrections to the Born--Oppenheimer separation. The values of $\lambda$ would shift with a better reference (the measured N$_2$ fundamental, 2330 cm$^{-1}$, raises them by 0.9\%), while the slopes in (\ref{rslope}) and (\ref{wslope}) do not use it. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Isotope masses: 14N 14.003074 u, 1H 1.007825 u
Scan spacing 0.025 angstrom; hybrid basis 6-31G(d), Cartesian d
References: N2 CCSD(T)/cc-pVDZ frozen core; H2 FCI/cc-pVDZ
N2 reference: re 1.1189 angstrom, omega 2338.9 cm^-1
  fundamental: numerical 2310.0, perturbative 2309.9 cm^-1
  anharmonic factor nu/omega 0.9876
H2 reference: re 0.7609 angstrom, omega 4382.2 cm^-1
  fundamental: numerical 4148.8, perturbative 4145.9 cm^-1
  anharmonic factor nu/omega 0.9467
N2 hybrid family: a, re/angstrom, omega/cm^-1, lambda=nu_ref/omega
  0.00  1.1168  2359.5  0.9790
  0.25  1.1026  2496.0  0.9254
  0.50  1.0904  2617.4  0.8826
  0.75  1.0798  2726.4  0.8473
  1.00  1.0704  2825.1  0.8177
Curvature wavenumbers at common r = 1.09 angstrom, in cm^-1:
  a=0.00: 2595.4
  a=0.25: 2609.3
  a=0.50: 2621.2
  a=0.75: 2632.1
  a=1.00: 2642.5
  HF: 2650.8; B3LYP: 2596.4
  CCSD(T)/cc-pVDZ: 2598.4
Spread over a: at minima 465.5, at common r 47.1 cm^-1
Response at a=0.50:
  k 1.81514 hartree/bohr^2, E''' -6.6957 hartree/bohr^3
  D' 0.15560 hartree/bohr, D'' 0.06606 hartree/bohr^2
  dre/da: formula -0.04536, differences -0.04536 angstrom
  domega/da: formula 461.5, differences 459.0 cm^-1
  direct part 47.6, bond-length part 413.8 cm^-1
Separate methods: re/angstrom, omega/cm^-1, omega_ref/omega, lambda
  N2 HF: 1.0784, 2758.0, 0.8481, 0.8375
  N2 B3LYP: 1.1055, 2457.1, 0.9519, 0.9401
  H2 HF: 0.7300, 4646.2, 0.9432, 0.8929
  H2 B3LYP: 0.7428, 4453.2, 0.9841, 0.9316
N2 HF omega from analytic gradients: 2758.9 cm^-1
N2 B3LYP omega from analytic gradients: 2458.3 cm^-1
Two-molecule least-squares factor, HF: 0.8785
Two-molecule least-squares factor, B3LYP: 0.9336
\end{verbatim}
